# Debye-Waller terms from first-order couplings: translational invariance and rigid ions: verification in Python

```python
"""
Result under test (Hartree atomic units, hbar = m = e = 1):
for rigid ions, V = sum_i v_i(r - R_i), the Debye-Waller curvature
    D_i = <n| d2V/dR_i dR_i |n>
equals minus the row sum over j of the Fan matrix
    F_ij = 2 Re sum_m <n|dV/dR_i|m><m|dV/dR_j|n> / (E_n - E_m),
so that Fan and Debye-Waller shifts cancel for a uniform displacement.
The ions are Gaussian wells, v(r) = -depth * exp(-r^2 / (2 width^2)).
Electron states are expanded in plane waves. Long waves are tested too.
"""
import numpy as np
from scipy.constants import physical_constants

MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def ion_matrix(bra, ket, position, depth, width, volume):
    """Momentum transfers and matrix elements of one ion per cell."""
    transfer = bra[:, None, :] - ket[None, :, :]
    dim = bra.shape[1]
    strength = -depth * (2 * np.pi * width**2) ** (dim / 2) / volume
    gauss = np.exp(-0.5 * width**2 * np.sum(transfer**2, axis=-1))
    return transfer, strength * gauss * np.exp(-1j * (transfer @ position))


def hamiltonian(waves, positions, depths, widths, volume):
    h = np.diag(0.5 * np.sum(waves**2, axis=1)).astype(complex)
    for pos, dep, wid in zip(positions, depths, widths):
        h += ion_matrix(waves, waves, pos, dep, wid, volume)[1]
    return h


def ion_derivatives(waves, positions, depths, widths, volume):
    """First and second derivatives of V with respect to each ion position."""
    first, second = [], []
    dim = waves.shape[1]
    for pos, dep, wid in zip(positions, depths, widths):
        t, v = ion_matrix(waves, waves, pos, dep, wid, volume)
        first.append([-1j * t[:, :, a] * v for a in range(dim)])
        second.append([[-t[:, :, a] * t[:, :, b] * v for b in range(dim)]
                       for a in range(dim)])
    return np.array(first), np.array(second)


def fan_matrix(first_list, energies, vectors, n):
    amp = np.array([vectors.conj().T @ (a @ vectors[:, n])
                    for a in first_list])
    gaps = energies[n] - energies
    keep = np.abs(gaps) > 1e-8
    return 2 * np.real((amp[:, keep].conj() / gaps[keep]) @ amp[:, keep].T)


def expectation(matrix, vector):
    return np.real(np.vdot(vector, matrix @ vector))


def second_difference(f, h):
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h)) / (12 * h**2)


# ---- Two dimensions, three unlike ions, general k: tensor identity ----
side = 6.0
grid = np.arange(-4, 5) * 2 * np.pi / side
waves2 = np.array([[x, y] for x in grid for y in grid]) + [0.2, 0.1]
pos2 = np.array([[0.3, 0.5], [2.9, 1.4], [1.7, 4.1]])
dep2, wid2, state2 = [1.5, 1.0, 0.7], [0.8, 0.9, 0.8], 1
e2, c2 = np.linalg.eigh(hamiltonian(waves2, pos2, dep2, wid2, side**2))
assert min(e2[1] - e2[0], e2[2] - e2[1]) > 0.005
first2, second2 = ion_derivatives(waves2, pos2, dep2, wid2, side**2)
fan2 = fan_matrix(first2.reshape(6, len(waves2), -1), e2, c2, state2)
curv2 = np.array([[[expectation(second2[i, a, b], c2[:, state2])
                    for b in range(2)] for a in range(2)] for i in range(3)])
rule2 = -fan2.reshape(3, 2, 3, 2).sum(axis=2)
assert np.allclose(curv2, rule2, atol=1e-10)
assert np.max(np.abs(curv2[:, 0, 1])) > 1e-4


def energy2(shift):
    h = hamiltonian(waves2, pos2 + shift.reshape(3, 2), dep2, wid2, side**2)
    return np.linalg.eigvalsh(h)[state2]


hessian = fan2.copy()
for i in range(3):
    hessian[2*i:2*i+2, 2*i:2*i+2] += curv2[i]
step, unit = 1e-3, np.eye(6)
numeric = np.zeros((6, 6))
for i in range(6):
    for j in range(i, 6):
        total = sum(s * t * energy2(step * (s * unit[i] + t * unit[j]))
                    for s in (1, -1) for t in (1, -1))
        numeric[i, j] = numeric[j, i] = total / (4 * step**2)
hessian_error = np.max(np.abs(numeric - hessian))
assert hessian_error < 2e-5

# ---- One-dimensional crystal with two unlike ions per cell ----
cell = 5.0
sites = np.array([[0.0], [2.2]])
depths, widths = [1.5, 0.8], [0.7, 0.9]
recip = (np.arange(-12, 13) * 2 * np.pi / cell)[:, None]


def bands(k):
    return np.linalg.eigh(hamiltonian(recip + k, sites, depths, widths, cell))


def edge_energy(shift):
    h = hamiltonian(recip, sites + np.reshape(shift, (2, 1)),
                    depths, widths, cell)
    return np.linalg.eigvalsh(h)[0]


energies, vectors = bands(0.0)
first, second = ion_derivatives(recip, sites, depths, widths, cell)
fan = fan_matrix(first[:, 0], energies, vectors, 0)
curv = np.array([expectation(second[i, 0, 0], vectors[:, 0])
                 for i in range(2)])
rule = -fan.sum(axis=1)
assert np.allclose(curv, rule, atol=1e-10)
dw = 0.5 * curv.sum()
fan_equal = 0.5 * fan.sum()
opposite = np.array([1.0, -1.0])
fan_opposite = 0.5 * opposite @ fan @ opposite
assert abs(dw) > 1e-3 and abs(fan_equal + dw) < 1e-10
numeric_equal = 0.5 * second_difference(
    lambda u: edge_energy(u * np.ones(2)), 0.01)
numeric_opposite = 0.5 * second_difference(
    lambda u: edge_energy(u * opposite), 0.01)
assert abs(numeric_equal) < 1e-6
assert abs(numeric_opposite - fan_opposite - dw) < 1e-5
assert abs(fan_opposite + dw) > 1e-3


# ---- Wave-like displacement cos(q x), per mean-square displacement ----
def wave_fan(k, q, phonon=0.0):
    """Intraband and interband Fan coefficients, averaged over +q and -q.
    A nonzero phonon energy enters as equal absorption and emission."""
    e_k, c_k = bands(k)
    parts = np.zeros(2)
    for sq in (q, -q):
        e_q, c_q = bands(k + sq)
        force = np.zeros((len(recip), len(recip)), complex)
        for pos, dep, wid in zip(sites, depths, widths):
            t, v = ion_matrix(recip + k + sq, recip + k, pos, dep, wid, cell)
            force += -1j * t[:, :, 0] * v * np.exp(1j * sq * pos[0])
        amp2 = np.abs(c_q.conj().T @ (force @ c_k[:, 0]))**2
        gap = e_k[0] - e_q
        terms = 0.5 * amp2 * 0.5 * (1/(gap + phonon) + 1/(gap - phonon))
        parts += [terms[0], terms[1:].sum()]
    return parts


fractions = [4, 16, 64, 256]
q_values = [2 * np.pi / (cell * f) for f in fractions]
wave_parts = [wave_fan(0.0, q) for q in q_values]
remainders = [p[1] + dw for p in wave_parts]
assert abs(remainders[3]) < 1e-3
assert abs(remainders[2] / remainders[3] - 16) < 0.8

# Frozen wave in a supercell of four cells, from its eigenvalues alone
count = 4
big_waves = (np.arange(-48, 49) * 2 * np.pi / (count * cell))[:, None]
big_sites = np.array([s + l * cell for l in range(count) for s in sites])


def frozen_wave(u):
    moved = big_sites + u * np.cos(q_values[0] * big_sites)
    h = hamiltonian(big_waves, moved, depths * count, widths * count,
                    count * cell)
    return np.linalg.eigvalsh(h)[0]


frozen = second_difference(frozen_wave, 0.004)
assert abs(frozen - wave_parts[0].sum() - dw) < 5e-5

# Long-wave remainder at the band edge: strain response and effective mass


def strained_edge(strain):
    scale = 1 + strain
    h = hamiltonian(recip / scale, sites * scale, depths, widths,
                    cell * scale)
    return np.linalg.eigvalsh(h)[0]


ds = 1e-3
strain_response = (8 * (strained_edge(ds) - strained_edge(-ds))
                   - strained_edge(2*ds) + strained_edge(-2*ds)) / (12 * ds)
mass = 1 / second_difference(lambda k: bands(k)[0][0], 0.01)
predicted = -2 * mass * strain_response**2
q_small, sound = 1e-4, 0.002
static_small = wave_fan(0.0, q_small)
dynamic_small = wave_fan(0.0, q_small, sound * q_small)
dynamic_double = wave_fan(0.0, 2 * q_small, 2 * sound * q_small)
static_total = static_small.sum() + dw
dynamic_total = dynamic_small.sum() + dw
assert abs(static_total / predicted - 1) < 2e-3
assert abs(dynamic_total) < 0.01 * abs(static_total)
assert abs(dynamic_double[0] / dynamic_small[0] - 4) < 0.2

# Away from the band edge the static sum vanishes in the long-wave limit
k_side, q_side = 0.3, 1e-3
e_side, c_side = bands(k_side)
_, second_side = ion_derivatives(recip + k_side, sites, depths, widths, cell)
dw_side = 0.5 * sum(expectation(second_side[i, 0, 0], c_side[:, 0])
                    for i in range(2))
side_total = wave_fan(k_side, q_side).sum() + dw_side
assert abs(dw_side) > 1e-3 and abs(side_total) < 1e-3

# ---- Degenerate pair +k, -k folded into a supercell of three cells ----
tri_waves = (np.arange(-36, 37) * 2 * np.pi / (3 * cell))[:, None]
tri_sites = np.array([s + l * cell for l in range(3) for s in sites])
tri = (tri_waves, tri_sites, depths * 3, widths * 3, 3 * cell)
e3, c3 = np.linalg.eigh(hamiltonian(*tri))
assert abs(e3[1] - e3[2]) < 1e-10 and e3[3] - e3[2] > 1e-3
first3, second3 = ion_derivatives(*tri)
pair = c3[:, 1:3]
_, rotation = np.linalg.eigh(pair.conj().T @ (tri_waves * pair))
plus, minus = (pair @ rotation).T
outside = np.delete(np.arange(len(e3)), [1, 2])


def defect(vector):
    """Direct curvature of ion 0 minus its value from the coupling rule."""
    one = c3[:, outside].conj().T @ (first3[0, 0] @ vector)
    every = c3[:, outside].conj().T @ (first3[:, 0].sum(axis=0) @ vector)
    fan_row = 2 * np.real(np.sum(one.conj() * every
                                 / (e3[1] - e3[outside])))
    return expectation(second3[0, 0, 0], vector) + fan_row


bloch_defect = max(abs(defect(plus)), abs(defect(minus)))
mixed = [[defect((plus + s * f * minus) / np.sqrt(2)) for s in (1, -1)]
         for f in (1, 1j)]
mixed_defect = np.max(np.abs(mixed))
trace_defect = np.max(np.abs(np.sum(mixed, axis=1)))
assert bloch_defect < 1e-9 and trace_defect < 1e-9
assert mixed_defect > 1e-3

# ---- Ions whose depth depends on their separation: not rigid ----
modulation = 0.2


def soft_potential(shift):
    moved = sites[:, 0] + shift
    factor = 1 + modulation * np.cos(2*np.pi*(moved[0] - moved[1]) / cell)
    return factor * sum(ion_matrix(recip, recip, np.array([x]), dep, wid,
                                   cell)[1]
                        for x, dep, wid in zip(moved, depths, widths))


d, axes = 1e-3, np.eye(2)
soft_h = np.diag(0.5 * recip[:, 0]**2) + soft_potential(np.zeros(2))
soft_e, soft_c = np.linalg.eigh(soft_h)
soft_first = [(soft_potential(d * a) - soft_potential(-d * a)) / (2 * d)
              for a in axes]
soft_curv = np.array([[expectation(
    sum(s * t * soft_potential(d * (s * a + t * b))
        for s in (1, -1) for t in (1, -1)) / (4 * d**2), soft_c[:, 0])
    for b in axes] for a in axes])
soft_rule = -fan_matrix(soft_first, soft_e, soft_c, 0).sum(axis=1)
assert np.allclose(soft_curv.sum(axis=1), soft_rule, atol=2e-5)
assert np.min(np.abs(np.diag(soft_curv) - soft_rule)) > 1e-3

# ---- Printed results ----
cu = "hartree/bohr^2"
print(f"cell length: {cell:.1f} bohr")
for i in range(2):
    print(f"ion {i+1}: position {sites[i, 0]:.1f} bohr, "
          f"depth {depths[i]:.1f} hartree, width {widths[i]:.1f} bohr")
print(f"band-edge energy: {energies[0]:.6f} hartree")
for i in range(2):
    print(f"D ion {i+1}, direct: {curv[i]:.6f} {cu}")
    print(f"D ion {i+1}, from first-order couplings: {rule[i]:.6f} {cu}")
print(f"Fan F11, F12, F22: {fan[0, 0]:.6f}, {fan[0, 1]:.6f}, "
      f"{fan[1, 1]:.6f} {cu}")
print(f"Debye-Waller coefficient: {dw:.6f} {cu}")
print(f"Fan coefficient, equal displacements: {fan_equal:.6f} {cu}")
print(f"Fan coefficient, opposite displacements: {fan_opposite:.6f} {cu}")
print(f"Fan+DW, opposite: {fan_opposite + dw:.6f} {cu}")
print(f"same from eigenvalue differences: {numeric_opposite:.6f} {cu}")
u = 0.1
print(f"displacement for shifts: {u:.1f} bohr")
for label, value in [("Debye-Waller", dw), ("Fan, equal", fan_equal),
                     ("Fan, opposite", fan_opposite),
                     ("Fan+DW, opposite", fan_opposite + dw)]:
    print(f"shift {label}: {value*u**2:.6f} hartree = "
          f"{value*u**2*MEV:.3f} meV")
print(f"wave coefficients per mean-square displacement, {cu}:")
for f, q, p, r in zip(fractions, q_values, wave_parts, remainders):
    print(f"q=2pi/({f}a)={q:.5f}/bohr: intra {p[0]:.6f}, "
          f"inter {p[1]:.6f}, inter+DW {r:.6f}")
print(f"Fan+DW at q=2pi/(4a), formula: {wave_parts[0].sum()+dw:.6f} {cu}")
print(f"Fan+DW at q=2pi/(4a), supercell: {frozen:.6f} {cu}")
print(f"strain response of band edge: {strain_response:.6f} hartree")
print(f"effective mass: {mass:.6f} electron masses")
print(f"predicted static remainder: {predicted:.5f} {cu}")
print(f"small q: {q_small:.1e} /bohr; sound speed: {sound:.3f} a.u.")
print(f"static Fan+DW at small q: {static_total:.5f} {cu}")
print(f"Fan+DW with phonon energy: {dynamic_total:.6f} {cu}")
print(f"off-edge k: {k_side:.1f} /bohr, q: {q_side:.3f} /bohr")
print(f"off-edge DW: {dw_side:.6f}, static Fan+DW: {side_total:.6f} {cu}")
print(f"2D ion 1 D_xy, direct: {curv2[0, 0, 1]:.6f} {cu}")
print(f"2D ion 1 D_xy, from couplings: {rule2[0, 0, 1]:.6f} {cu}")
print(f"2D largest Hessian difference: {hessian_error:.1e} {cu}")
print(f"degenerate pair, Bloch defect: {bloch_defect:.1e} {cu}")
print(f"degenerate pair, mixed-state defect: {mixed_defect:.6f} {cu}")
print(f"degenerate pair, trace defect: {trace_defect:.1e} {cu}")
print(f"non-rigid modulation: {modulation:.1f} (dimensionless)")
print(f"non-rigid ion 1: D11 {soft_curv[0, 0]:.5f}, "
      f"D12 {soft_curv[0, 1]:.5f} {cu}")
print(f"non-rigid ion 1: D11+D12 {soft_curv[0].sum():.5f}, "
      f"coupling rule {soft_rule[0]:.5f} {cu}")
print("tests ok")
```

Output:

```
cell length: 5.0 bohr
ion 1: position 0.0 bohr, depth 1.5 hartree, width 0.7 bohr
ion 2: position 2.2 bohr, depth 0.8 hartree, width 0.9 bohr
band-edge energy: -1.000105 hartree
D ion 1, direct: 0.753806 hartree/bohr^2
D ion 1, from first-order couplings: 0.753806 hartree/bohr^2
D ion 2, direct: -0.204662 hartree/bohr^2
D ion 2, from first-order couplings: -0.204662 hartree/bohr^2
Fan F11, F12, F22: -1.101969, 0.348164, -0.143502 hartree/bohr^2
Debye-Waller coefficient: 0.274572 hartree/bohr^2
Fan coefficient, equal displacements: -0.274572 hartree/bohr^2
Fan coefficient, opposite displacements: -0.970899 hartree/bohr^2
Fan+DW, opposite: -0.696327 hartree/bohr^2
same from eigenvalue differences: -0.696327 hartree/bohr^2
displacement for shifts: 0.1 bohr
shift Debye-Waller: 0.002746 hartree = 74.715 meV
shift Fan, equal: -0.002746 hartree = -74.715 meV
shift Fan, opposite: -0.009709 hartree = -264.195 meV
shift Fan+DW, opposite: -0.006963 hartree = -189.480 meV
wave coefficients per mean-square displacement, hartree/bohr^2:
q=2pi/(4a)=0.31416/bohr: intra -1.462563, inter -0.345463, inter+DW -0.070891
q=2pi/(16a)=0.07854/bohr: intra -1.579478, inter -0.278373, inter+DW -0.003801
q=2pi/(64a)=0.01963/bohr: intra -1.586559, inter -0.274807, inter+DW -0.000235
q=2pi/(256a)=0.00491/bohr: intra -1.587001, inter -0.274587, inter+DW -0.000015
Fan+DW at q=2pi/(4a), formula: -1.533454 hartree/bohr^2
Fan+DW at q=2pi/(4a), supercell: -1.533453 hartree/bohr^2
strain response of band edge: 0.688196 hartree
effective mass: 1.675450 electron masses
predicted static remainder: -1.58703 hartree/bohr^2
small q: 1.0e-04 /bohr; sound speed: 0.002 a.u.
static Fan+DW at small q: -1.58701 hartree/bohr^2
Fan+DW with phonon energy: 0.000353 hartree/bohr^2
off-edge k: 0.3 /bohr, q: 0.001 /bohr
off-edge DW: 0.304842, static Fan+DW: 0.000003 hartree/bohr^2
2D ion 1 D_xy, direct: -0.021585 hartree/bohr^2
2D ion 1 D_xy, from couplings: -0.021585 hartree/bohr^2
2D largest Hessian difference: 3.5e-08 hartree/bohr^2
degenerate pair, Bloch defect: 1.1e-14 hartree/bohr^2
degenerate pair, mixed-state defect: 0.014553 hartree/bohr^2
degenerate pair, trace defect: 1.1e-14 hartree/bohr^2
non-rigid modulation: 0.2 (dimensionless)
non-rigid ion 1: D11 0.16781, D12 0.33255 hartree/bohr^2
non-rigid ion 1: D11+D12 0.50036, coupling rule 0.50036 hartree/bohr^2
tests ok
```
